\section*{Transition matrix elements between atomic states with nonorthogonal orbital sets, part 2}

A matrix element $D=\langle\Psi^L|\hat O|\Psi^R\rangle$ is needed between two atomic states with separately optimised real orbital sets $\phi^L$, $\phi^R$, each orthonormal but not orthogonal to the other. The algebra is in atomic units, with $S_{pq}=\langle\phi^L_p|\phi^R_q\rangle$ and $o_{pq}=\langle\phi^L_p|o|\phi^R_q\rangle$ for a spin-free $\hat O=\sum_i o(i)$. Determinants are strings of creation operators, $\alpha$ before $\beta$, in increasing orbital index.

The naive value uses the Slater--Condon rules as if $S=1$. It drops spectator overlap factors and rearrangement terms, in which a different orbital makes the jump. The exact cofactor sum for two determinants is
\begin{equation}
\langle\Phi^L|\hat O|\Phi^R\rangle=\sum_{pq}o_{pq}\,\mathrm{cof}_{pq}(S).
\label{cof}
\end{equation}

The biorthonormal method writes $\phi=\tilde\phi\,T$ for each set, with $S=LU$, $T^L=L^T$, $T^R=U$, $L$ lower triangular with $L_{jj}=1$ and $U$ upper triangular. Then $\tilde S=1$, or, for unequal numbers of orbitals, $S=LPU$ and $\tilde S=P$, the rectangular identity. With tildes marking quantities on the new orbitals and $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$,
\begin{equation}
\langle\Psi^L|\hat O|\Psi^R\rangle=\sum_{pq}\tilde o_{pq}\;\tilde c^{L\,T}E_{pq}\tilde c^R,\label{one}
\end{equation}
\begin{equation}
\tilde c=\prod_{k=n}^{1}\Big[\big(1+\hat s_k+\tfrac12\hat s_k^2\big)T_{kk}^{N_k}\Big]c ,\qquad k=1\ \text{acting first}.
\label{counter}
\end{equation}
Here $c$ is the original CI vector, $N_k$ the occupation of orbital $k$, and $\hat s_k=\sum_{j<k}(T_{jk}/T_{kk})E_{jk}$ the shear.

Two conditions apply. (a) In each symmetry block every leading minor $\Delta_k$ of $S$ is nonzero; the pivots are $U_{kk}=\Delta_k/\Delta_{k-1}$, $\Delta_0=1$. (b) The CI space is closed under the de-excitations $E_{jk}$, $j<k$, in the same orbital order for both states. A doubly occupied core then contributes the factor $(\det S_{\rm core})^2$.

Tests named below are assertions in the program. The "model" lines in its output are for two $\alpha$ electrons and one $\beta$ electron on two random four-orbital sets in a six-dimensional space, with the states built as explicit tensors.

\section{A core hole: the lost factors in closed form}

Let $L=1s\,2s^22p^6$ and $R=1s'^22s'^22p'^5$, with the hole in $\beta$ spin, $2p'_z$ empty on the right and $o=z$. Write $S_{nn'}=\langle ns|n's'\rangle$, $\Delta=S_{11}S_{22}-S_{12}S_{21}$, $S_{pp}=\langle2p|2p'\rangle$ and $d_n=\langle2p_z|z|ns'\rangle$. The naive value is $d_1$.

The left configuration is closed only if the full $2s$ comes before the open $1s$. In the order $(2s,1s)$,
\begin{equation}
\begin{pmatrix}S_{22}&S_{21}\\S_{12}&S_{11}\end{pmatrix}
=\begin{pmatrix}1&0\\S_{12}/S_{22}&1\end{pmatrix}\begin{pmatrix}S_{22}&S_{21}\\0&\Delta/S_{22}\end{pmatrix}.
\end{equation}
On the left the shear moves $1s$ into the full $2s$ and vanishes, so $\tilde c^L=1$. On the right $\tilde c^R=S_{22}^2(\Delta/S_{22})^2S_{pp}^5=\Delta^2S_{pp}^5$. The columns of $U$ read $2s'=S_{22}\widetilde{2s}'$ and $1s'=S_{21}\widetilde{2s}'+(\Delta/S_{22})\widetilde{1s}'$, which solve to $\widetilde{1s}'=(S_{22}1s'-S_{21}2s')/\Delta$. One term of (\ref{one}) connects the strings. On the $\beta$ string $(2s,1s,x,y)$, removing $1s$ passes one operator and inserting $z$ at the end passes three, a total sign $+1$. The left $2p$ is unscaled, so
\begin{equation}
D=\Delta S_{pp}^5\,(S_{22}d_1-S_{21}d_2)=FG\,d_1,\qquad F=\Delta S_{pp}^5S_{22},\qquad G=1-\frac{S_{21}d_2}{S_{22}d_1}.
\label{ka}
\end{equation}
$G$ does not depend on orbital phases, since each orbital appears equally often in the numerator and denominator of the ratio: $2s$, $1s'$, $2s'$ and $2p_z$ each occur once above and once below.

In the order $(1s,2s)$, $L_{21}=S_{21}/S_{11}$, $U_{11}=S_{11}$, $U_{12}=S_{12}$, $U_{22}=\Delta/S_{11}$. The left shear now moves the $2s_\beta$ electron into the empty $1s_\beta$, and $1s^22s\,2p^6$ appears with coefficient $S_{21}/S_{11}$. On the right $\tilde c^R=\Delta^2S_{pp}^5$ again, $\widetilde{1s}'=1s'/S_{11}$ and $\widetilde{2s}'=(S_{11}2s'-S_{12}1s')/\Delta$. On the string $(1s,2s,x,y)$ the jump $1s\to z$ has sign $(-1)^{0+3}$ and $2s\to z$ has sign $(-1)^{1+3}$, so
\begin{equation}
D=-\Delta S_{pp}^5\Big[\frac{\Delta}{S_{11}}d_1-S_{21}d_2+\frac{S_{21}S_{12}}{S_{11}}d_1\Big]=-\Delta S_{pp}^5(S_{22}d_1-S_{21}d_2),
\end{equation}
using $\Delta+S_{12}S_{21}=S_{11}S_{22}$. The overall sign comes from the reordered right-hand $\beta$ string. Dropping the generated configuration leaves $|D_{\rm tr}|=\Delta^2S_{pp}^5d_1/S_{11}$, which has lost the whole $d_2$ term.

The bracket in (\ref{ka}) is the determinant with rows $(d_1,d_2)$ and $(S_{21},S_{22})$. A rotation of $1s',2s'$ by $\theta$ multiplies this matrix and the $s$ overlap block on the right by a matrix of unit determinant, so $D$ is unchanged, as it must be because $\Psi^R$ is unchanged. The naive value becomes $d_1\cos\theta+d_2\sin\theta$ and is not a property of the two states.

\section{Orders in the orbital difference}

Let both sets be completed in one basis, with $\phi^R=\phi^Le^{\epsilon\kappa}$ and $\kappa$ antisymmetric within each $l$, so $S=1+\epsilon\kappa+\frac12\epsilon^2\kappa^2+\dots$. Then $S_{21}=\epsilon\kappa_{21}+O(\epsilon^2)$ and
\begin{equation}
G-1=-\epsilon\,\kappa_{21}d_2/d_1+O(\epsilon^2).
\end{equation}
Diagonal elements have no first-order term: $S_{22}=1-\frac12\epsilon^2\sum_j\kappa_{2j}^2$, and $S_{pp}=1-\frac12\epsilon^2\sum_a\kappa_{2p,a}^2$. For $\Delta$ use $\ln\det(1+X)=\mathrm{tr}X-\frac12\mathrm{tr}X^2+\dots$ on the occupied block, $X=\epsilon\kappa_{oo}+\frac12\epsilon^2(\kappa^2)_{oo}$. The trace of $\kappa_{oo}$ is zero, and $\frac12\epsilon^2[\mathrm{tr}(\kappa^2)_{oo}-\mathrm{tr}\,\kappa_{oo}^2]$ keeps only intermediate virtual orbitals $a$, giving $-\frac12\epsilon^2\sum_{ia}\kappa_{ia}^2$. Adding logarithms,
\begin{equation}
1-F=\tfrac12\epsilon^2\Big[\sum_{i=1,2}\sum_a\kappa_{ia}^2+5\sum_a\kappa^2_{2p,a}+\sum_j\kappa_{2j}^2\Big]+O(\epsilon^3).
\end{equation}
For small orbital differences the spectator factor reduces $|D|$ at second order, while the rearrangement term is first order, has either sign and is multiplied by $d_2/d_1$, which enlarges it when $|d_2|>|d_1|$. On a random model with $\epsilon=10^{-4}$ the program asserts, by finite differences, the slope of $D/d_1$ from the cofactor sum, the zero slope of $F$ and its curvature.

\section{Ne$^+$ K$\alpha$}

Each state is a separate nonrelativistic restricted Hartree--Fock solution with a common radial function for the $2p$ orbitals, in 15 $s$ and 10 $p$ even-tempered Gaussians, with canonical $1s',2s'$ defined as the orbitals that diagonalise the mean of the $\alpha$ and $\beta$ Fock matrices. The energies $-2629.303$ and $-3478.081$ eV give $\omega=848.8$ eV ($31.192$ hartree). The overlaps are $S_{11}=0.999672$, $S_{12}=-0.006156$, $S_{21}=0.005113$, $S_{22}=0.998347$, $S_{pp}=0.996219$, and $d_1=0.031451$ \AA, $d_2=-0.249149$ \AA. The digits serve the comparison of formulas within this model. A basis of 20 $s$ and 13 $p$ functions lowers both energies by about $0.015$ eV and moves $d_2$ by $10^{-5}$ \AA, and leaves $\omega$, $F$, $G$ and $|D|$ unchanged in the digits shown. Then
\begin{align}
F&=0.998051\times0.981239\times0.998347=0.97771,\nonumber\\
G&=1+\frac{0.005113\times0.249149}{0.998347\times0.031451}=1.04057,\nonumber\\
|D|&=0.97771\times1.04057\times0.031451\ \text{\AA}=0.031997\ \text{\AA}\ (0.060466\ \text{bohr}).
\end{align}
The program asserts that (\ref{ka}), both orbital orders and the cofactor sum agree to $10^{-11}$ bohr, that the order $(2s,1s)$ generates no other string, and that the rotation leaves $D$ unchanged.

The two factors pull in opposite directions, $F^2=0.956$ and $G^2=1.083$, and the product $1.035$ exceeds one. An overlap of half a per cent has a four per cent effect on $D$ because $|d_2|$ is about eight times $d_1$. The naive value is $1.7\%$ below the exact $|D|$. In the order $(1s,2s)$ the generated configuration has coefficient $0.00511$, and dropping it gives $0.998051^2\times0.981239\times0.031451/0.999672=0.030751$ \AA, which is $3.9\%$ below the exact value. Multiplying $d_1$ by $F$ alone gives nearly the same number, so for this line, with the canonical $1s',2s'$ used here, a correction by spectator overlaps only is worse than no correction; the split into $F$, $G$ and $d_1$ depends on that orbital choice. If $1s',2s'$ diagonalise the $\alpha$ or the $\beta$ Fock matrix instead, $G$ is $1.033$ or $1.048$, the naive value is $1.0\%$ or $2.4\%$ low and $Fd_1$ is $3.2\%$ or $4.6\%$ low. A rotation by $0.05$ rad moves the naive value to $0.018959$ \AA.

The electric-dipole emission rate is $\frac43\alpha^3\omega^3\sum|\langle\mathbf r\rangle|^2$. The $\beta$ hole can end in $p_x$, $p_y$ or $p_z$, each reached by one Cartesian component with the same $|D|$, so the sum is $3D^2$ and the $2p\to1s$ radiative width is $4\alpha^3\omega^3D^2$. With $\omega=31.192$ and $D=0.060466$ in atomic units this is $4.69\times10^{-3}$ eV, against $4.53\times10^{-3}$ eV from $d_1$, which is $3.4\%$ low. The exactly evaluated velocity form, $|\langle\partial_z\rangle|/\omega=0.03035$ \AA, lies $5\%$ below the length value, so this model fixes the width itself only to about $10\%$; the comparison measures the error of the evaluation, not the accuracy of the states.

\section{Be $^1S\to{}^1P$ with unequal active spaces}

Both states are separate CASSCF solutions with a doubly occupied $1s$, in 13 $s$ and 7 $p$ Gaussians. The active orbitals are $2s,3s,2p_{x,y,z}$ for $^1S$ and $2s',3s',2p'_z,3p'_z$ for $^1P$, so the $p_z$ block is $1\times2$ and the other $p$ orbitals have no partner. The excitation energy is $6.00$ eV ($0.220465$ hartree), where the measured value is roughly $5.3$ eV, and the oscillator strengths are not converged. Nearly all of the gap comes from the missing $d$ functions: a frozen-core full CI of the two valence electrons gives $6.00$ eV in this basis and $5.33$ eV with four $d$ shells added, the length and velocity oscillator strengths then being $1.40$ and $1.45$. Because a naive value depends on the orbital representation, it is defined here with natural orbitals paired by occupation and positive diagonal overlaps.

The pivots are $0.999896$, $0.995047$, $0.997909$ and $0.802040$, so (a) holds. The second is $0.994840+0.014412\times0.014341/0.999896=0.995047$, and the core factor is $0.999896^2=0.999792$. The program asserts $\tilde S=P$, that $\tilde c$ has no string with a core hole and keeps the $\alpha\beta$ symmetry of a singlet, and that (\ref{one}) matches the cofactor sum to $10^{-8}$ atomic units. The results are $|D_z|=0.9231$ \AA\ ($1.7444$ bohr) against the naive $0.8912$ \AA, and $|\langle\partial_z\rangle|=0.6310$ \AA$^{-1}$ against $0.6698$ \AA$^{-1}$. A basis of 17 $s$ and 10 $p$ functions moves these four numbers by less than $0.001$ (the exact ones to $0.9238$ \AA\ and $0.6301$ \AA$^{-1}$) and the oscillator strengths below by up to $0.003$.

With three equivalent $^1P$ components, $f=\frac23\omega\cdot3D_z^2=2\omega D_z^2=2\times0.220465\times1.7444^2=1.342$. For exact eigenstates $[H,\sum z_i]=-\sum\partial_{z_i}$ gives $\langle\partial_z\rangle=\omega D_z$, hence the velocity form $f=2\langle\partial_z\rangle^2/\omega$, here $1.011$. The naive values are $1.251$ and $1.140$, which are $6.8\%$ below and $12.7\%$ above the correctly evaluated length and velocity values. The naive pair agrees better with itself than the correct pair does. Agreement of the two forms therefore cannot certify that nonorthogonality was handled; the gap between $1.342$ and $1.011$ remains after exact evaluation, so it shows that these wave functions do not obey the commutator relation and are not both exact eigenstates, without measuring how far they are from being so.

The overlap $\langle2p|2p'\rangle=0.80$ is far from one, yet the length error is moderate. With the core ignored, a two-electron singlet is $\sum v_{pq}\phi_p(1)\phi_q(2)$ with symmetric $v$, and $D=2\sum v^L_{pq}v^R_{rs}o_{pr}S_{qs}$, the factor 2 counting the electron acted on. In natural orbitals $v^L$ is diagonal and an occupation equals $2v^2$, so the $2s^2$ and $2p_z^2$ amplitudes are $|a|=\sqrt{1.808/2}=0.95$ and $|b|=\sqrt{0.0628/2}=0.18$. Keeping only the $2s'2p'$ amplitude $c$ on the right,
\begin{equation}
D\approx2c\,\big[a\,\langle2s|z|2p'\rangle\langle2s|2s'\rangle+b\,\langle2p|z|2s'\rangle\langle2p|2p'\rangle\big].
\end{equation}
The large term carries the overlap $0.995$ and only the small one carries $0.80$. In the ground state $a$ and $b$ have opposite signs, while the two length integrals have the same sign, so the terms partly cancel. Their values, which the program does not print, are $2.016$ and $-0.280$ bohr. Setting both overlaps to one changes them to $2.027$ and $-0.349$ bohr: the cancelling term is overweighted and $D$ falls by $0.059$ bohr, close to the observed $0.060$. The terms through $\langle2s|3s'\rangle=0.099$ and $\langle2p|3p'\rangle=-0.53$, which the naive evaluation omits entirely, are $+0.002$ and $-0.0075$ bohr, small because the $3s'3p'$ amplitude is small. The term through $\langle3s|2s'\rangle=-0.098$, also omitted, is $+0.009$ bohr, and the close match of $0.059$ and $0.060$ relies on the near cancellation of these terms. In velocity form the derivative is antisymmetric, the two terms add, and the same replacement raises the result, by $0.013$ of the $0.021$ bohr$^{-1}$ error of opposite sign found there.

\section*{Computed results}
\begin{verbatim}
model one-body tensor, biorth, naive: -0.413155 -0.413155 -0.211705 (dimensionless)
model two-body tensor, biorth: 0.489418 0.489418 (dimensionless)
Ne basis: 15 s from 0.15, 10 p from 0.12 bohr^-2, ratio 2.6
Ne+ E(1s hole), E(2p hole): -2629.303 -3478.081 eV
Ne+ photon energy: 848.778 eV
Ne+ photon energy: 31.19201 hartree
Ne+ <1s|1s'>, <1s|2s'>: 0.999672 -0.006156 
Ne+ <2s|1s'>, <2s|2s'>: 0.005113 0.998347 
Ne+ det S_s, S_pp, S_pp^5: 0.998051 0.996219 0.981239 
Ne+ d1, d2: 0.031451 -0.249149 angstrom
Ne+ spectator F, rearrangement G, FG: 0.977709 1.040568 1.017373 
Ne+ F^2, G^2, (FG)^2: 0.955914 1.082783 1.035047 
Ne+ |D| cofactor, biorth, naive: 0.0319972 0.0319972 0.0314508 angstrom
Ne+ |D| exact: 0.0604659 bohr
Ne+ order 1s,2s: |coefficient of 1s2 2s 2p6|: 0.005114 
Ne+ |D| with that term dropped: 0.0307507 angstrom
Ne+ naive D after 0.05 rad 1s'-2s' rotation: 0.0189592 angstrom
Ne+ radiative width exact, naive: 4.6931e-03 4.5342e-03 eV
Be basis: 13 s from 0.02 ratio 2.8, 7 p from 0.02 ratio 2.6, bohr^-2
Be E(1S), E(1P), excitation: -397.7778 -391.7786 5.9992 eV
Be excitation: 0.220465 hartree
Be 1S occupations 2s 3s 2p(each): 1.80832 0.00329 0.06280 
Be 1P occupations 2s 3s 2p 3p: 0.99357 0.00643 0.99357 0.00643 
Be <1s|1s' 2s' 3s'>: 0.999896 0.014341 0.001413 
Be <2s|1s' 2s' 3s'>: -0.014412 0.994840 0.098894 
Be <3s|1s' 2s' 3s'>: 0.000003 -0.097929 0.988174 
Be <2p|2p' 3p'>: 0.802040 -0.528992 
Be pivots 1s 2s 3s 2p: 0.999896 0.995047 0.997909 0.802040 
Be core factor (det S_core)^2: 0.999792 
Be |D_z| cofactor, biorth, naive: 0.923113 0.923113 0.891189 angstrom
Be |D_z| exact: 1.744431 bohr
Be |<d/dz>| cofactor, biorth, naive: 0.631007 0.631007 0.669847 1/angstrom
Be f length exact, naive: 1.3418 1.2506 
Be f velocity exact, naive: 1.0115 1.1398 
Be naive/exact f, length, velocity: 0.9320 1.1269
\end{verbatim}
